# Angular-momentum truncation error in KKR bands of an fcc muffin-tin model, part 2

The problem is the band-energy error made by cutting the KKR determinant of an fcc muffin-tin crystal at $l_{\max}$. In Rydberg units, $\hbar^2/2m=1$, $E=\kappa^2$ is measured from the constant potential between spheres of radius $s$. Here $x=\kappa s$, $\Omega$ is the cell volume, $\mathbf K=\mathbf k+\mathbf G$, and $Y_L$, $L=(l,m)$, are real harmonics.

With spherical Bessel functions $j_l,n_l$, the radial function outside is $R_l=j_l-\tan\delta_l\,n_l$, and
$$\tan\delta_l=\frac{j_l}{n_l}\;\frac{D_l-D_l^{j}}{D_l-D_l^{n}},\qquad D^j_l=\frac{xj_l'}{j_l},\quad D^n_l=\frac{xn_l'}{n_l},$$
where $D_l=sR_l'(s)/R_l(s)$. The second fraction, the matching factor, is one for a hard sphere; then $|\tan\delta_l|\to x^{2l+1}/[(2l+1)!!\,(2l-1)!!]$ at small $x$. For potentials $V_a,V_b$ with regular solutions $R_a,R_b$ and tangents $t_a,t_b$,
$$t_b-t_a=-\kappa\int_0^s(V_b-V_a)R_aR_b\,r^2dr. \tag{1}$$

The model well is $V=-V_0(1-r^2/s^2)^2$, $V_0=1.2$ Ry, in touching spheres: $a=4.05$ Å $=7.6534$ bohr, $s=2.7059$ bohr, $\Omega=112.073$ bohr$^3$. In the small-$x$ Born approximation
$$\tan\delta_l\approx V_0s^2\,\frac{x^{2l+1}}{[(2l+1)!!]^2}\,\frac{8}{(2l+3)(2l+5)(2l+7)}, \tag{2}$$
and the matching factor has size $8V_0s^2/[(2l+1)(2l+3)(2l+5)(2l+7)]$.

The KKR equations are $Mq=0$, $M_{LL'}=B_{LL'}+\kappa\cot\delta_l\,\delta_{LL'}$, with $q_L=\int j_lV\psi_L\,r^2dr$ and $\psi=\sum_L\psi_LY_L$. The structure constants $B$ (Ewald-summed) describe propagation between spheres by $G_0=-\cos(\kappa\rho)/4\pi\rho$. $P$ denotes the kept channels (and their projector), $H$ the omitted ones. Truncated KKR solves the potential $VP$ exactly; its high components are tails $A_Lj_l(\kappa r)$, $A_L=(B_{HP}q_P)_L$. With $N=\int_{\rm cell}|\psi|^2d^3r=-\lambda'$, $\lambda$ being the vanishing eigenvalue of $M_{PP}$,
$$E_{\rm exact}-E_{l_{\max}}\approx-\sum_{l>l_{\max}}\sum_m\frac{|A_L|^2}{N}\,\frac{\tan\delta_l}{\kappa}, \tag{3}$$
and $c_l=\Omega\sum_m|A_L|^2/N$. This requires a well-separated level and $\|X\|\ll1$, where $X=|\tau|^{1/2}B_{HH}|\tau|^{1/2}$, $\tau=\tan\delta_l/\kappa$.

The question now is: with $\tan\delta_l$ falling factorially, is $\|X\|\ll1$ automatic?

**A.** It is not, because $B$ grows with the same factorials. Take the contribution of one neighbour at distance $R$ on the $z$ axis as $\kappa\to0$, where $G_0\to-1/4\pi|\mathbf r-\mathbf r'-\mathbf R|$. For both points on the axis, $1/(R-z+z')=\sum_n(z-z')^n/R^{n+1}$, and the coefficient of $z^lz'^l$ is $(-1)^l\binom{2l}{l}/R^{2l+1}$. In the static limit a power $r^l$ belongs to angular momentum $l$ alone, on the axis only $m=0$ survives, and $Y_{l0}^2=(2l+1)/4\pi$ there. Hence
$$|B_{l0,l0}|\left[\frac{\kappa^l}{(2l+1)!!}\right]^2=\frac{\binom{2l}{l}}{(2l+1)R^{2l+1}} .$$
Multiply by the hard-sphere $|\tau_l|=\kappa^{2l}s^{2l+1}/[(2l+1)!!(2l-1)!!]$. The powers of $\kappa$ cancel, $(2l+1)!!/(2l-1)!!=2l+1$ cancels the denominator, and $|\tau B|=\binom{2l}{l}(s/R)^{2l+1}$. For touching spheres $R=2s$, and Stirling's estimate $\binom{2l}{l}\approx4^l/\sqrt{\pi l}$ gives $1/(2\sqrt{\pi l})$. The values are $0.1875$, $0.1563$, $0.1367$, $0.1230$ for $l=2$ to $5$, for one neighbour out of twelve. For touching hard spheres these diagonal elements fall only as $l^{-1/2}$, so the factorials alone do not secure $\|X\|\ll1$. For the well, multiply by the matching factor: $3.8\times10^{-3}$, $1.2\times10^{-3}$, $5.0\times10^{-4}$, $2.4\times10^{-4}$, tending to $V_0s^2/(4\sqrt\pi\,l^{4.5})$. In this one-neighbour estimate the diagonal elements are therefore small algebraically, not factorially. In the full lattice at $l_{\max}=2$, with $H$ cut at $l=6$, $\|X\|$ lies between $0.0043$ and $0.0182$ for the six states below.

**Q.** If $B$ grows, so does $A_L$. What is its size?

**A.** For one plane wave, $N=\Omega$ and $\psi_L=4\pi i^lj_l(Kr)Y_L(\hat K)$. The true tail has the form $A_Lj_l(\kappa r)$. A single wave with $K\ne\kappa$ cannot match it at all $r$, so I match the leading power $r^l$, which gives $|A_L|\approx4\pi|Y_L(\hat K)|(K/\kappa)^l$. The addition theorem $\sum_mY_L^2=(2l+1)/4\pi$ then gives $\sum_m|A_L|^2/N\approx4\pi(2l+1)(K/\kappa)^{2l}/\Omega$. At X and L the lowest states are $(e^{i\mathbf K\cdot\mathbf r}\pm e^{-i\mathbf K\cdot\mathbf r})/\sqrt2$. The amplitude acquires $[1\pm(-1)^l]/\sqrt2$, whose square is $1\pm(-1)^l$, so
$$\Delta E_l\approx-\big[1\pm(-1)^l\big]\frac{4\pi(2l+1)}{\Omega\,\kappa}\Big(\frac K\kappa\Big)^{2l}\tan\delta_l. \tag{4}$$
Inserting (2), the powers of $\kappa$ cancel. For a single wave,
$$|\Delta E_l|\approx V_0\,\frac{4\pi s^3}{\Omega}\,\frac{(2l+1)(Ks)^{2l}}{[(2l+1)!!]^2}\,\frac{8}{(2l+3)(2l+5)(2l+7)} .$$
In the ratio of neighbours the degeneracy gives $(2l+3)/(2l+1)$, the double factorials $1/(2l+3)^2$ and the shape factor $(2l+3)/(2l+9)$, so
$$\frac{\Delta E_{l+1}}{\Delta E_l}\approx\frac{(Ks)^2}{(2l+1)(2l+9)} .$$
The packing enters here through $s$, and it does not speed up the convergence: at given $K$ the ratio grows as $s^2$, so the smaller spheres of an open lattice make it smaller. What close packing offers is that touching spheres fill $74$ per cent of the cell, which leaves less interstitial region to be treated as constant. For fcc with touching spheres $4\pi s^3/\Omega=\pi/\sqrt2$, and $Ks$ on the zone boundary is pure geometry, independent of $a$. At W, $Ks=0.9179\times2.7059=2.484$ and $(Ks)^2=6.17$, so the ratio is $6.17/65=0.095$ from $d$ to $f$ and $6.17/105=0.059$ from $f$ to $g$. In this single-wave estimate each added $l$ buys about a decade.

The factorial fall does not last for ever. A neighbour's outgoing $s$ wave contributes $\kappa j_l(\kappa r)n_l(\kappa R)\to-(r/R)^l/[(2l+1)R]$ at large $l$, so the tail weight finally falls as $(r/R)^{2l}\le4^{-l}$ times powers of $l$. The ratio formula can already fail by $l=6$. For the level L$_1$ below, the $g$ channel is worth $0.0365$ mRy and the $l=6$ channel $0.00065$ mRy, a ratio of $0.018$, whereas two steps of the ratio formula with $(Ks)^2=(0.7110\times2.7059)^2=3.70$ give $3.70^2/(153\cdot209)=4\times10^{-4}$. For X$_1$ the same ratio is $0.00016/0.141=0.0011$, close to the formula's $4.94^2/(153\cdot209)=8\times10^{-4}$, but the agreement does not last: the expectation value of the omitted $l=8$ potential in X$_1$ is $2.7\times10^{-5}$ mRy, $0.17$ of the $l=6$ value, where the formula gives $4.94^2/(273\cdot345)=3\times10^{-4}$. For L$_1$ the two-step ratio stays between $0.02$ and $0.03$ up to $l=12$. Where the formula first fails depends on the state; the check below stops at $l=6$ and does not isolate the cause.

**Q.** Show me the levels.

**A.** The entries are $E(l_{\max})-E(6)$ in mRy, the negative of (3). The reference $E(6)$ agrees to six decimals with a plane-wave solution for the full local potential. In this model well the $s$-like level (even at L and X) lies lowest at each point.

| state | $E(6)$, Ry | $l_{\max}=1$ | 2 | 3 | 4 |
|---|---|---|---|---|---|
| L$_1$ | 0.153870 | 7.043 | 0.0372 | 0.0372 | 0.0007 |
| L$_{2'}$ | 0.371332 | 0.674 | 0.674 | 0.0010 | 0.0010 |
| X$_1$ | 0.304766 | 7.266 | 0.141 | 0.141 | 0.0002 |
| X$_{4'}$ | 0.514706 | 1.541 | 1.541 | 0.0019 | 0.0019 |
| W$_1$ | 0.354805 | 2.273 | 1.408 | 0.0724 | 0.0058 |
| W$_3$ | 0.681891 | 13.981 | 1.030 | 0.118 | 0.0033 |

All entries are positive, as the sign argument requires. The largest errors are $13.98$, $1.541$, $0.1413$ and $0.0058$ mRy, or $190$, $21$, $1.9$ and $0.08$ meV. Their ratios are $0.11$, $0.092$, $0.041$, about a decade per step, but the four maxima belong to four different states. For W$_3$ alone the ratios are $0.074$, $0.115$, $0.028$, and the states at X and L gain nothing on alternate steps. For these six levels the error at $l_{\max}=2$ is under half a per cent of the level's energy and at most $21$ meV, and $l_{\max}=3$ brings the largest to about $2$ meV. The table sets no bound for other $\mathbf k$ points.

Take X$_{4'}$ at $l_{\max}=2$, where $E=0.51625$ Ry, $\kappa=0.7185$ and $K=0.8210$ bohr$^{-1}$. The $f$ channel has $\sum_m|A|^2/N=2.6093$ bohr$^{-3}$ and $\tan\delta_3=4.2563\times10^{-4}$, so $2.6093\times4.2563\times10^{-4}/0.7185=1.5457$ mRy. The $l=5$ channel adds $5.9712\times2.449\times10^{-7}/0.7185=0.0020$ mRy, and the even channels vanish to rounding error. The total $1.5478$ mRy compares with the exact $1.5409$ mRy. The two-wave estimate gives $2\cdot4\pi\cdot7/112.073=1.570$ times $(0.8210/0.7185)^6=2.23$, that is $3.493$ bohr$^{-3}$ and $2.069$ mRy, high by a factor $1.34$. For L$_{2'}$ it gives $0.934$ against $0.674$ mRy. The estimate ignores the admixture of other plane waves and matches only the leading power of $r$. These two comparisons support it as an order of magnitude for the $f$ channel of these states, not for every channel. Putting the hard-sphere $|j_3/n_3|$ into the same expression gives $170$ mRy for X$_{4'}$ and $87$ mRy for L$_{2'}$, a hundred times the true error.

For W$_3$ at $l_{\max}=2$ the channels $l=3,4,5,6$ give $0.91529+0.11467+0.00319+0.00023=1.03338$ mRy against the exact $1.03036$. The amplitudes $\sum_m|A|^2/N$ rise along the series, $0.72$, $2.41$, $2.46$, $8.61$ bohr$^{-3}$, while $\tan\delta_l$ drops from $1.05\times10^{-3}$ to $2.2\times10^{-8}$. The energy error therefore falls more slowly than the phase shifts. Even at $l_{\max}=1$ formula (3) gives $14.41$ mRy for $13.98$.

**Q.** Two things look odd: repeated entries, and W$_1$ gaining less from $d$ than from $f$.

**A.** Both come from symmetry and the directions of the waves. At X and L, $-\mathbf k$ differs from $\mathbf k$ by a reciprocal lattice vector, so states have definite parity about the atom and contain only even or only odd $l$. Even states have $E(2)=E(3)$, odd states $E(1)=E(2)$. Testing convergence on X$_1$ by going from 2 to 3 shows no change while the $0.141$ mRy $g$-channel error remains.

For W$_1$ the $d$ channel is worth $2.2735-1.4078=0.866$ mRy and the $f$ channel $1.4078-0.0724=1.335$ mRy. The state is mainly the symmetric sum of four waves, $(\pm1,\tfrac12,0)$ and $(0,-\tfrac12,\pm1)$ in units of $2\pi/a$. At $l=2$ only the harmonic $3y^2-r^2$ survives the sum, and with $\cos^2\theta=0.25/1.25=0.2$ it has the small value $P_2=(0.6-1)/2=-0.2$. At $l=3$ the harmonic $y(x^2-z^2)$ equals $+\tfrac12$ for all four waves, and they add. The numbers $c_l$ can thus reverse the order of neighbouring channels in a particular state.

**Q.** Where would I be wrong to trust $l_{\max}=2$ or $3$?

**A.** A resonance defeats it: when $D_l$ approaches $D_l^n$, which tends to $-(l+1)$ at small $x$, the matching factor diverges whatever the barrier. That is why a transition metal needs $l=2$ and a lanthanide with an $f$ resonance near the energies of interest needs $l=3$. In a $d$ band the tails come from neighbours' $d$ waves, (4) does not apply, and $A_L$ in (3) must be computed from $B_{HP}q_P$. At high energy the centrifugal barrier keeps a wave out of the sphere only for $l$ above about $\kappa s$, so photoelectron final states and electron diffraction need $l_{\max}$ growing with $\kappa s$. A potential that stays strong at the sphere edge replaces the three shape factors in (2) by a single one, since for a constant well the integral is $\int_0^1u^{2l+2}du=1/(2l+3)$; at equal cell average this makes the small-$x$ Born value of $\tan\delta_3$ larger by a factor $143/35\approx4.1$. The band errors follow: for that constant well (depth $0.274$ Ry) X$_{4'}$ at $l_{\max}=2$ is off by $82$ meV instead of $21$, and X$_1$ at $l_{\max}=3$ by $8.5$ meV instead of $1.9$, so the meV figures above belong to the soft-edged model. For a hard core of radius $c\le s$ the matching factor is $(c/s)^{2l+1}$ at small $x$, so its protection is lost as the core fills the sphere. A state whose symmetry contains no kept $l$ has $q_P=0$: in the truncated problem it stays at its free-electron energy and is not a zero of $\det M_{PP}$, so (3) cannot start from it. Finally, all of this is error within the muffin-tin model, and in open structures the model itself is the weak point.

**Q.** What does the numerical check below test?

**A.** It computes the phase shifts from a power series and compares them with direct integration of the radial equation, with the integral relation from (1) by quadrature, and with the small-$x$ and Born limits. It builds the one-neighbour structure constant from Gaunt coefficients and compares it with the binomial formula, and it checks that $B$ does not depend on the Ewald parameter. It finds each KKR root and compares it with a plane-wave diagonalisation of $VP$ (648 waves at W, cutoff 7 bohr$^{-1}$), the largest difference being $9.3\times10^{-8}$ Ry, and it compares $l_{\max}=6$ with the full local potential. The combination $\sum_m|A_L|^2/N$ with $N=-\lambda'$ is checked against the plane-wave eigenvectors for $l=3,4$ at $l_{\max}=2$, formula (3) against the differences of roots, the parity rule against the computed levels, and estimate (4), for the $f$ channel of X$_{4'}$ and L$_{2'}$, to within a factor of two.

## Numbers as computed

```
bohr=0.529177 A, Ry=13.60569 eV, a=4.05 A=7.6534 bohr, V0=1.2 Ry
s=2.7059 bohr, R=2s=5.4118 bohr, Omega=112.073 bohr^3, V0*s^2=8.7862
cell average of V=-0.2031 Ry; E=0.65 Ry, kappa=0.8062/bohr, x=2.1816
l  x^(2l+1)/!!!!  |j/n| hard  match factor  Born est.  exact tan(delta)
0  2.182e+00  1.428e+00  9.567e-01  1.460e+00  1.367e+00
1  3.461e+00  1.706e+00 -1.436e-01  2.574e-01  2.449e-01
2  1.098e+00  3.630e-01 -4.871e-02  2.227e-02  1.768e-02
3  1.493e-01  6.549e-02 -1.367e-02  1.165e-03  8.954e-04
4  1.128e-02  6.244e-03 -5.106e-03  4.107e-05  3.188e-05
5  5.422e-04  3.417e-04 -2.417e-03  1.045e-06  8.260e-07
6  1.805e-05  1.231e-05 -1.316e-03  2.014e-08  1.620e-08
one-neighbour |t B| (kappa->0): l, hard sphere, well (Born)
2 0.1875 3.804e-03
3 0.1563 1.219e-03
4 0.1367 4.978e-04
5 0.1230 2.372e-04
state: E_full(PW), E_KKR(6) in Ry; E(lmax)-E(6) in mRy for lmax=1..4
L1  0.153870 0.153870 exact:   7.04320   0.03717   0.03717   0.00065
                      first:   7.09240   0.03711   0.03711   0.00065
L2' 0.371332 0.371332 exact:   0.67358   0.67358   0.00103   0.00103
                      first:   0.67589   0.67589   0.00103   0.00103
X1  0.304766 0.304766 exact:   7.26639   0.14131   0.14131   0.00016
                      first:   7.20830   0.14124   0.14124   0.00016
X4' 0.514706 0.514706 exact:   1.54088   1.54088   0.00188   0.00188
                      first:   1.54777   1.54777   0.00188   0.00188
W1  0.354805 0.354805 exact:   2.27346   1.40778   0.07240   0.00583
                      first:   2.27726   1.40857   0.07249   0.00583
W3  0.681891 0.681891 exact:  13.98106   1.03036   0.11817   0.00330
                      first:  14.40605   1.03338   0.11826   0.00330
plane waves at W: 648 (cutoff 7/bohr); max |KKR-PW| = 9.3e-08 Ry
largest error lmax=1: 13.9811 mRy = 190.222 meV
largest error lmax=2: 1.5409 mRy = 20.965 meV
largest error lmax=3: 0.1413 mRy = 1.923 meV
largest error lmax=4: 0.0058 mRy = 0.079 meV
L1 lmax=2: E=0.15391 Ry kappa=0.3923 K=0.7110 /bohr x=1.0615 |tB_HH|=0.0075
L2' lmax=2: E=0.37201 Ry kappa=0.6099 K=0.7110 /bohr x=1.6504 |tB_HH|=0.0097
  estimate l=3: |A|^2/N=3.9385 bohr^-3 tan=1.4468e-04 dE=0.9342 mRy, exact 0.6736, hard sphere 86.6 mRy
X1 lmax=2: E=0.30491 Ry kappa=0.5522 K=0.8210 /bohr x=1.4941 |tB_HH|=0.0043
X4' lmax=2: E=0.51625 Ry kappa=0.7185 K=0.8210 /bohr x=1.9442 |tB_HH|=0.0079
  l=3 |A|^2/N=2.6093e+00 bohr^-3 tan=4.2563e-04 dE=1.54574 mRy
  l=4 |A|^2/N=2.2824e-31 bohr^-3 tan=1.1968e-05 dE=0.00000 mRy
  l=5 |A|^2/N=5.9712e+00 bohr^-3 tan=2.4490e-07 dE=0.00204 mRy
  l=6 |A|^2/N=1.4535e-29 bohr^-3 tan=3.7977e-09 dE=0.00000 mRy
  estimate l=3: |A|^2/N=3.4932 bohr^-3 tan=4.2563e-04 dE=2.0693 mRy, exact 1.5409, hard sphere 169.8 mRy
W1 lmax=2: E=0.35621 Ry kappa=0.5968 K=0.9179 /bohr x=1.6150 |tB_HH|=0.0050
W3 lmax=2: E=0.68292 Ry kappa=0.8264 K=0.9179 /bohr x=2.2361 |tB_HH|=0.0182
  l=3 |A|^2/N=7.2163e-01 bohr^-3 tan=1.0482e-03 dE=0.91529 mRy
  l=4 |A|^2/N=2.4134e+00 bohr^-3 tan=3.9264e-05 dE=0.11467 mRy
  l=5 |A|^2/N=2.4645e+00 bohr^-3 tan=1.0702e-06 dE=0.00319 mRy
  l=6 |A|^2/N=8.6053e+00 bohr^-3 tan=2.2084e-08 dE=0.00023 mRy
```
